# The -1/r Exchange-Correlation Tail and the Rydberg Series Lost in LDA: test program

```python
# Result under test: for a neutral finite system the exact exchange-correlation
# (xc) potential tends to -1/r, the LDA one decays exponentially, and therefore
# the exact Kohn-Sham (KS) potential has a Rydberg series and the LDA one has not.
# Model: two electrons in v_ext = -2 erf(r/a)/r, solved with s, p, d partial waves.
# Symbols: I ionization energy, kappa = sqrt(2 I), q = sqrt(weight) * u(r), where
# u is the normalized radial KS orbital. Atomic units inside, eV and angstrom out.
import numpy as np
import scipy.sparse as sp
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigvalsh
from scipy.sparse.linalg import LinearOperator, eigsh, splu
from scipy.special import erf
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
ORDER = 8                      # polynomial order in each radial element


def radial_mesh(edges):
    """Nodes, weights and matrix of -d2/dr2 in a finite-element Lobatto basis."""
    p = ORDER
    leg = Legendre.basis(p)
    x = np.concatenate(([-1.0], np.sort(leg.deriv().roots().real), [1.0]))
    px = leg(x)
    wx = 2 / (p * (p + 1) * px**2)
    gap = x[:, None] - x[None, :] + np.eye(p + 1)
    diff = px[:, None] / (px[None, :] * gap)
    np.fill_diagonal(diff, 0.0)
    diff[0, 0], diff[p, p] = -p * (p + 1) / 4, p * (p + 1) / 4
    ref = diff.T @ (wx[:, None] * diff)
    size = p * (len(edges) - 1) + 1
    stiff, w, r = np.zeros((size, size)), np.zeros(size), np.zeros(size)
    for e in range(len(edges) - 1):
        half = (edges[e + 1] - edges[e]) / 2
        s = slice(e * p, e * p + p + 1)
        stiff[s, s] += ref / half
        w[s] += wx * half
        r[s] = edges[e] + half * (x + 1)
    r, w = r[1:-1], w[1:-1]
    return r, w, stiff[1:-1, 1:-1] / np.sqrt(np.outer(w, w))


def multipole_repulsion(r, w, D, lam, radius):
    """Nodal values of r_<^lam / r_>^(lam+1), from the radial Poisson equation."""
    green = np.linalg.inv(D + np.diag(lam * (lam + 1) / r**2))
    s = r * np.sqrt(w)
    v = (2 * lam + 1) * green / np.outer(s, s)
    v += np.outer(r**lam, r**lam) / radius**(2 * lam + 1)
    return (v + v.T) / 2


def lda_potential(n):
    """Unpolarized LDA: Slater exchange and Perdew-Wang correlation."""
    n = np.maximum(n, 1e-80)
    rs = (3 / (4 * np.pi * n))**(1 / 3)
    A, a1 = 0.0310907, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    Q = 2 * A * (b1 * rs**0.5 + b2 * rs + b3 * rs**1.5 + b4 * rs**2)
    dQ = 2 * A * (b1 / (2 * rs**0.5) + b2 + 1.5 * b3 * rs**0.5 + 2 * b4 * rs)
    ec = -2 * A * (1 + a1 * rs) * np.log1p(1 / Q)
    dec = -2 * A * a1 * np.log1p(1 / Q) + 2 * A * (1 + a1 * rs) * dQ / (Q * Q + Q)
    return -(3 * n / np.pi)**(1 / 3) + ec - rs * dec / 3


# The hand-written LDA (free of density cutoffs) must agree with the library.
n_test = np.array([1e-3, 1e-2, 0.1, 1.0])
v_lib = libxc.eval_xc("LDA_X,LDA_C_PW", n_test, spin=0, deriv=1)[1][0]
assert np.max(np.abs(lda_potential(n_test) - v_lib)) < 2e-5

# ---- meshes: a short one for two electrons, a long one for Rydberg levels ----
inner = [0, 0.5, 1.2, 2, 3, 4, 5.5, 7, 9, 12]
outer = [15, 20, 26, 33, 41, 50, 60, 72, 86, 100, 120, 140, 160, 180, 200]
edges_ang = np.array(inner + outer, float)
edges = edges_ang / ANG


def node(radius_ang):
    """Index of the mesh node that sits on the element edge at this radius."""
    return int(np.argmin(np.abs(edges_ang - radius_ang))) * ORDER - 1


smear_ang = 0.5
a = smear_ang / ANG
r, w, D = radial_mesh(edges[:len(inner)])
R_short = edges[len(inner) - 1]
rl, wl, Dl = radial_mesh(edges)
m, ml = len(r), len(rl)
V0l = multipole_repulsion(rl, wl, Dl, 0, edges[-1])
vext_l = -2 * erf(rl / a) / rl
vext = vext_l[:m]

# ---- one electron: exact v_xc = -v_H, whose tail must be -1/r ----
q_one = eigh(Dl / 2 - np.diag(erf(rl / a) / rl), subset_by_index=[0, 0])[1][:, 0]
one_tail = -(rl * (V0l @ q_one**2))[node(7)]
assert abs(one_tail + 1) < 1e-4

# ---- interacting two-electron singlet, total angular momentum zero ----
LMAX = 2
E_ion = eigvalsh(D / 2 + np.diag(vext))[0]
x, wx = leggauss(12)
leg = [Legendre.basis(k)(x) for k in range(2 * LMAX + 1)]
V = [multipole_repulsion(r, w, D, k, R_short) for k in range(2 * LMAX + 1)]
i, j = np.triu_indices(m)
pair = np.arange(len(i))
val = np.where(i == j, 0.5, np.sqrt(0.5))
P = sp.csr_matrix((np.concatenate((val, val)),
                   (np.concatenate((i * m + j, j * m + i)),
                    np.concatenate((pair, pair)))), shape=(m * m, len(i)))
one = sp.identity(m, format="csr")
blocks = []
for l in range(LMAX + 1):
    row = []
    for k in range(LMAX + 1):
        W = sum(np.sqrt((2 * l + 1) * (2 * k + 1)) / 2
                * np.sum(wx * leg[l] * leg[lam] * leg[k]) * V[lam]
                for lam in range(abs(l - k), l + k + 1, 2))
        block = sp.diags(W.ravel())
        if l == k:
            h = sp.csr_matrix(D / 2 + np.diag(vext + l * (l + 1) / (2 * r**2)))
            block = block + sp.kron(h, one) + sp.kron(one, h)
        row.append(P.T @ block @ P)
    blocks.append(row)
H = sp.bmat(blocks, format="csc")
shift = 2 * E_ion              # energy without repulsion, below the ground state
lu = splu((H - shift * sp.identity(H.shape[0])).tocsc(),
          permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
          options=dict(SymmetricMode=True))
inverse = LinearOperator(H.shape, matvec=lu.solve, dtype=float)
E, X = eigsh(H, k=2, sigma=shift, OPinv=inverse, v0=np.ones(H.shape[0]))
first = np.argsort(E)
E, X = E[first], X[:, first]
ionization = E_ion - E[0]
excitation = E[1] - E[0]
kappa = np.sqrt(2 * ionization)
parts = X[:, 0].reshape(LMAX + 1, -1)
channel = np.array([np.sum((P @ c).reshape(m, m)**2, axis=1) for c in parts])
q2 = channel.sum(axis=0)
q = np.sqrt(q2)
assert abs(q2.sum() - 1) < 1e-10

# ---- density tail: u ~ r^(1/kappa) exp(-kappa r) for a neutral system ----
u = q / np.sqrt(w)
n1, n2 = node(4), node(7)
power = ((np.log(u[n2] / u[n1]) + kappa * (r[n2] - r[n1]))
         / np.log(r[n2] / r[n1]))
assert abs(power - 1 / kappa) < 0.04

# Excited ion channels are driven: density share ~ r^-4, not exponential.
# The tolerance covers corrections of relative order 1/r at these radii; an
# undriven channel would fall exponentially, with a far steeper local power.
share = channel[1] / q2
n3, n4 = node(5.5), node(9)
share_power = np.log(share[n4] / share[n3]) / np.log(r[n4] / r[n3])
assert abs(share_power + 4) < 1.5

# ---- inversion of the interacting density, with I from the separate ion ----
q2_long = np.zeros(ml)
q2_long[:m] = q2
vH_long = V0l @ (2 * q2_long)
vs_exact = -ionization - (D @ q) / (2 * q)
vxc_exact = vs_exact - vext - vH_long[:m]
vc_exact = vxc_exact + vH_long[:m] / 2
for radius, tol in ((4, 0.02), (5.5, 0.01), (7, 0.01)):
    assert abs(r[node(radius)] * vxc_exact[node(radius)] + 1) < tol

# ---- self-consistent LDA for the same atom ----
def lda_fields(weight):
    vxc = lda_potential(2 * weight / (4 * np.pi * rl**2 * wl))
    return vxc, vext_l + V0l @ (2 * weight) + vxc


weight = q2_long.copy()
converged = False
for cycle in range(250):
    new = eigh(Dl / 2 + np.diag(lda_fields(weight)[1]),
               subset_by_index=[0, 0])[1][:, 0]**2
    converged = np.max(np.abs(new - weight)) < 1e-11
    if converged:
        break
    weight = weight + 0.4 * (new - weight)
assert converged
vxc_lda, vs_lda = lda_fields(new)
eps_lda = eigvalsh(Dl / 2 + np.diag(vs_lda))[0]
kappa_lda = np.sqrt(-2 * eps_lda)
n5, n6 = node(9), node(12)
rate = -(np.log(vxc_lda[n6] / vxc_lda[n5])
         + 2 / 3 * np.log(rl[n6] / rl[n5])) / (rl[n6] - rl[n5])
assert abs(rate / (2 * kappa_lda / 3) - 1) < 0.02
assert abs(rl[n5] * vs_lda[n5]) < 0.01
assert -eps_lda < ionization
assert excitation > -eps_lda   # true discrete level inside the LDA continuum

# ---- levels: inverted potential inside 7 angstrom, exact exchange outside ----
vs_long = vext_l + vH_long / 2
vs_long[:node(7)] = vs_exact[:node(7)]


def bound_count(potential, l, radius_ang):
    k = node(radius_ang) if radius_ang < edges_ang[-1] else ml
    h = Dl / 2 + np.diag(potential + l * (l + 1) / (2 * rl**2))
    return int(np.sum(eigvalsh(h[:k, :k]) < 0))


radii = (50, 100, 200)
count_exact = [bound_count(vs_long, 0, R) for R in radii]
count_lda = [bound_count(vs_lda, 0, R) for R in radii]
count_lda_p = [bound_count(vs_lda, 1, R) for R in radii]
growth = (np.sqrt(8 * 200 / ANG) - np.sqrt(8 * 50 / ANG)) / np.pi
assert abs(count_exact[2] - count_exact[0] - growth) <= 1
assert len(set(count_lda)) == 1 and len(set(count_lda_p)) == 1
bargmann = 2 * np.sum(wl * rl * np.maximum(-vs_lda, 0))
assert count_lda[2] <= bargmann and 3 * count_lda_p[2] <= bargmann

levels = eigvalsh(Dl / 2 + np.diag(vs_long))[:8]
defect = np.arange(1, 9) - 1 / np.sqrt(-2 * levels)
assert np.max(np.abs(defect[3:] - defect[7])) < 0.02

# ---- numbers for the text ----
print(f"smearing length a = {smear_ang:.2f} angstrom, charge +2 e, 2 electrons")
print(f"one-electron model: r*v_xc at 7 angstrom = {one_tail:.6f} (atomic units)")
print(f"ion ground-state energy = {E_ion*EV:.3f} eV")
print(f"two-electron ground-state energy = {E[0]*EV:.3f} eV")
print(f"ionization energy I = {ionization*EV:.3f} eV = {ionization:.5f} hartree")
print(f"first true singlet S excitation = {excitation*EV:.3f} eV")
print(f"exact kappa = {kappa/ANG:.4f} 1/angstrom")
print(f"power of r in u, 4 to 7 angstrom = {power:.4f} (dimensionless)")
print(f"predicted power 1/kappa (atomic units) = {1/kappa:.4f}")
print(f"p-channel density share at 5.5 angstrom = {share[n3]:.3e}")
print(f"p-channel density share at 9 angstrom = {share[n4]:.3e}")
print(f"local power of r in that share = {share_power:.3f} (limit -4)")
print("r (angstrom) | v_xc exact | -1/r | v_xc LDA | v_s exact | v_s LDA (eV)")
for radius in (3, 4, 5.5, 7):
    k = node(radius)
    print(f"{radius:4.1f} | {vxc_exact[k]*EV:.4f} | {-EV/r[k]:.4f} | "
          f"{vxc_lda[k]*EV:.3e} | {vs_exact[k]*EV:.4f} | {vs_lda[k]*EV:.3e}")
for radius in (4, 5.5, 7):
    k = node(radius)
    print(f"exact r*v_xc at {radius} angstrom = {r[k]*vxc_exact[k]:.5f} (atomic units)")
print(f"exact correlation potential at 7 angstrom = {vc_exact[node(7)]*EV:.2e} eV")
print(f"LDA highest occupied level = {eps_lda*EV:.3f} eV = {eps_lda:.5f} hartree")
print(f"LDA kappa = {kappa_lda/ANG:.4f} 1/angstrom")
print(f"LDA v_xc decay rate, 9 to 12 angstrom = {rate/ANG:.4f} 1/angstrom")
print(f"predicted rate 2*kappa_LDA/3 = {2*kappa_lda/3/ANG:.4f} 1/angstrom")
print("exact KS s levels: n | energy (eV) | quantum defect")
for k in range(1, 8):
    print(f"{k+1} | {levels[k]*EV:.5f} | {defect[k]:.4f}")
print(f"exact KS gap from n=1 to n=2 = {(levels[1]-levels[0])*EV:.3f} eV")
print("bound levels in a sphere: R (angstrom) | exact s | LDA s | LDA p")
for R, ce, cs, cp in zip(radii, count_exact, count_lda, count_lda_p):
    print(f"{R} | {ce} | {cs} | {cp}")
print(f"predicted growth of exact s count, 50 to 200 angstrom = {growth:.2f}")
print(f"Bargmann bound on LDA s levels = {bargmann:.3f}")
print(f"Bargmann bound on LDA p levels = {bargmann/3:.3f}")
print("every check passed")
```

It prints:

```
smearing length a = 0.50 angstrom, charge +2 e, 2 electrons
one-electron model: r*v_xc at 7 angstrom = -1.000000 (atomic units)
ion ground-state energy = -26.627 eV
two-electron ground-state energy = -38.817 eV
ionization energy I = 12.190 eV = 0.44799 hartree
first true singlet S excitation = 9.287 eV
exact kappa = 1.7887 1/angstrom
power of r in u, 4 to 7 angstrom = 1.0604 (dimensionless)
predicted power 1/kappa (atomic units) = 1.0565
p-channel density share at 5.5 angstrom = 7.045e-04
p-channel density share at 9 angstrom = 6.831e-05
local power of r in that share = -4.738 (limit -4)
r (angstrom) | v_xc exact | -1/r | v_xc LDA | v_s exact | v_s LDA (eV)
 3.0 | -4.8085 | -4.7999 | -1.122e+00 | -4.8105 | -1.125e+00
 4.0 | -3.6028 | -3.5999 | -4.119e-01 | -3.6029 | -4.120e-01
 5.5 | -2.6198 | -2.6181 | -9.092e-02 | -2.6198 | -9.092e-02
 7.0 | -2.0581 | -2.0571 | -2.002e-02 | -2.0581 | -2.002e-02
exact r*v_xc at 4 angstrom = -1.00081 (atomic units)
exact r*v_xc at 5.5 angstrom = -1.00065 (atomic units)
exact r*v_xc at 7 angstrom = -1.00048 (atomic units)
exact correlation potential at 7 angstrom = -9.93e-04 eV
LDA highest occupied level = -7.496 eV = -0.27547 hartree
LDA kappa = 1.4027 1/angstrom
LDA v_xc decay rate, 9 to 12 angstrom = 0.9308 1/angstrom
predicted rate 2*kappa_LDA/3 = 0.9351 1/angstrom
exact KS s levels: n | energy (eV) | quantum defect
2 | -3.13818 | -0.0822
3 | -1.42946 | -0.0851
4 | -0.81490 | -0.0861
5 | -0.52587 | -0.0865
6 | -0.36724 | -0.0868
7 | -0.27090 | -0.0869
8 | -0.20804 | -0.0870
exact KS gap from n=1 to n=2 = 9.052 eV
bound levels in a sphere: R (angstrom) | exact s | LDA s | LDA p
50 | 8 | 2 | 0
100 | 12 | 2 | 0
200 | 17 | 2 | 0
predicted growth of exact s count, 50 to 200 angstrom = 8.75
Bargmann bound on LDA s levels = 7.353
Bargmann bound on LDA p levels = 2.451
every check passed
```
